\section*{Phonon Renormalization of a Band Gap: Zero-Point Shift and Thermal Slope}

\section{One oscillator}

Let a single lattice vibration of frequency $\omega$ modulate a band gap. With a dimensionless coordinate $q$ and momentum $p$, $[q,p]=i$, the vibration has the Hamiltonian
\begin{equation}
H=\tfrac12\hbar\omega\,(p^2+q^2),
\end{equation}
and the gap at frozen displacement $q$ is, to second order,
\begin{equation}
E_g(q)=E_{\rm st}+aq+\tfrac12 bq^2 .
\end{equation}
Here $E_{\rm st}$ is the static gap, that of a lattice at rest at its equilibrium positions. Both $a$ and $b$ are energies.

Put $q=(A+A^\dagger)/\sqrt2$, where $A$ lowers the vibrational quantum number $N$ by one. Then $H=\hbar\omega(A^\dagger A+\frac12)$. In a state of definite $N$ the average of $q$ vanishes, because $A$ and $A^\dagger$ both change $N$. For the square, only the products that restore $N$ survive:
\begin{equation}
\langle N|q^2|N\rangle=\tfrac12\langle N|AA^\dagger+A^\dagger A|N\rangle
=\tfrac12[(N+1)+N]=N+\tfrac12 .
\end{equation}
In thermal equilibrium, with $x=\hbar\omega/kT$, the weights are $(1-e^{-x})e^{-Nx}$. The geometric series gives the mean occupation
\begin{equation}
n=(1-e^{-x})\sum_{N=0}^{\infty}Ne^{-Nx}=\frac{1}{e^x-1}.
\end{equation}
The mean gap is therefore
\begin{equation}
E_g(T)=E_{\rm st}+\tfrac12 b\,(n+\tfrac12).
\label{one}
\end{equation}
The linear coupling $a$ broadens the distribution of gaps but does not move its mean. At $T=0$ the shift is $b/4$, since the oscillator still has $\langle q^2\rangle=\frac12$. At high temperature $n+\frac12\simeq kT/\hbar\omega$, and the gap changes by $bk/(2\hbar\omega)$ per kelvin. For a given frequency, one curvature $b$ fixes both numbers.

\section{All modes of a lattice}

Let $u_i$ be the Cartesian displacements, $M$ the diagonal mass matrix and $K$ the matrix of force constants. At fixed volume,
\begin{equation}
E_g(u)=E_{\rm st}+\sum_i g_iu_i+\tfrac12\sum_{ij}G_{ij}u_iu_j .
\end{equation}
The normal modes are orthonormal eigenvectors $e_\nu$ of $D=M^{-1/2}KM^{-1/2}$, with $De_\nu=\omega_\nu^2e_\nu$. Write
\begin{equation}
u=\sum_\nu\sqrt{\hbar/\omega_\nu}\;M^{-1/2}e_\nu\,q_\nu .
\end{equation}
The elastic energy becomes $\frac12u^TKu=\frac12\sum_\nu(\hbar/\omega_\nu)\omega_\nu^2q_\nu^2=\frac12\sum_\nu\hbar\omega_\nu q_\nu^2$, so each $q_\nu$ is normalized as in the first section. Substitution in the gap gives linear coefficients $a_\nu$, mixed coefficients $b_{\nu\mu}$, and the diagonal ones
\begin{equation}
b_\nu\equiv b_{\nu\nu}=\frac{\hbar}{\omega_\nu}\,e_\nu^TM^{-1/2}GM^{-1/2}e_\nu .
\label{bnu}
\end{equation}
Harmonic modes are independent. For $\nu\ne\mu$ we have $\langle q_\nu q_\mu\rangle=\langle q_\nu\rangle\langle q_\mu\rangle=0$, so the mixed terms drop out with the linear ones:
\begin{equation}
E_g(T)=E_{\rm st}+\tfrac12\sum_\nu b_\nu\left(n_\nu+\tfrac12\right).
\label{main}
\end{equation}
Rigid translations have $\omega=0$ but leave the gap unchanged, and are omitted. All other $\omega_\nu$ must be positive. In a crystal of $N_c$ cells one quantum is spread over all cells, so a typical $b_\nu$ scales as $1/N_c$ and the sum over modes can stay finite. Modes of small wave vector $q$ are an exception, because they couple a band edge to states very close in energy: $b_\nu$ can grow as $1/(N_cq^2)$ for optical modes and as $1/(N_cq)$ for acoustic ones. In three dimensions the number of such modes falls as $q^2$, so the sum still converges for short-range coupling. In polar crystals it diverges, as shown below.

\section{Origin and sign of the curvature}

Expand the electronic Hamiltonian as $H_0+\sum_iu_iV_i+\frac12\sum_{ij}u_iu_jW_{ij}$. For a nondegenerate level $s$, first-order perturbation theory in $W$ and second-order theory in $V$ give the quadratic energy
\begin{equation}
\tfrac12\sum_{ij}u_iu_j\langle s|W_{ij}|s\rangle
+\sum_{ij}u_iu_j\sum_{r\ne s}\frac{\langle s|V_i|r\rangle\langle r|V_j|s\rangle}{E_s-E_r}.
\end{equation}
Two derivatives yield the Hessian
\begin{equation}
G^{(s)}_{ij}=\langle s|W_{ij}|s\rangle
+2\,{\rm Re}\sum_{r\ne s}\frac{\langle s|V_i|r\rangle\langle r|V_j|s\rangle}{E_s-E_r},
\end{equation}
and $G$ is its value at the conduction edge minus that at the valence edge. States above a level push it down and states below push it up, so the sign of $b_\nu$ is not fixed in general. The expansion fails at a degenerate edge, where denominators vanish. It also treats the lattice as static during the electronic response, which requires denominators large compared with $\hbar\omega_\nu$. Band states next to the edge of a large crystal do not meet this condition, so there the static result is approximate even for short-range coupling.

\section{Zero-point shift, slope and intercept}

At $T=0$ all $n_\nu$ vanish, and the zero-point renormalization is
\begin{equation}
\Delta_0=E_g(0)-E_{\rm st}=\tfrac14\sum_\nu b_\nu .
\end{equation}
For high temperature expand in small $x$. Since $e^x-1=x(1+x/2+x^2/6+\dots)$,
\begin{align}
n&=\frac1x\left[1-\left(\frac x2+\frac{x^2}{6}\right)+\frac{x^2}{4}+\dots\right]
=\frac1x-\frac12+\frac{x}{12}+\dots,\\
n+\tfrac12&=\frac1x+\frac{x}{12}+O(x^3).
\end{align}
The constant $-\frac12$ in $n$ cancels the zero-point $\frac12$. Hence
\begin{equation}
E_g(T)=E_{\rm st}+S_\infty T+\sum_\nu\frac{b_\nu\hbar\omega_\nu}{24kT}+\dots,
\qquad S_\infty=\frac k2\sum_\nu\frac{b_\nu}{\hbar\omega_\nu}.
\label{high}
\end{equation}
Within this static, harmonic expansion, the limiting straight line meets $T=0$ at the static gap. Its distance from the true gap there is the zero-point shift.

At finite temperature the slope follows from $dn/dx=-1/[4\sinh^2(x/2)]$ and $dx/dT=-x/T=-kx^2/\hbar\omega$:
\begin{equation}
\frac{dE_g}{dT}=\sum_\nu\frac{kb_\nu}{2\hbar\omega_\nu}\,
\frac{(x_\nu/2)^2}{\sinh^2(x_\nu/2)} .
\label{slope}
\end{equation}
Each mode approaches its limit from below in magnitude. A tangent at finite $T$ therefore has, in general, an intercept different from $E_{\rm st}$. In (\ref{high}) the term linear in $T$ cancels from $E_g-T\,dE_g/dT$, while the $1/T$ term doubles:
\begin{equation}
E_g-T\frac{dE_g}{dT}-E_{\rm st}\simeq\sum_\nu\frac{b_\nu\hbar\omega_\nu}{12kT}.
\label{rem}
\end{equation}

\section{What the masses do}

Insert (\ref{bnu}) in $S_\infty$. With $D^+=\sum_\nu e_\nu e_\nu^T/\omega_\nu^2$, translations omitted,
\begin{equation}
S_\infty=\frac k2{\rm Tr}(GS),\qquad S=M^{-1/2}D^+M^{-1/2}.
\end{equation}
From $DD^+D=D$ follows $KSK=K$. The pseudoinverse $K^+$ obeys the same relation, so $K(S-K^+)K=0$. Each part of $S-K^+$ then has a rigid translation on at least one side, and $G$ annihilates translations. Thus
\begin{equation}
S_\infty=\frac k2{\rm Tr}(GK^+),
\end{equation}
which contains no mass. This is the classical result: positions at high temperature depend on forces alone. The zero-point shift does depend on mass. If all masses grow by a factor $s$, then $\omega_\nu\to\omega_\nu/\sqrt s$, and (\ref{bnu}) gives $b_\nu\to\sqrt s\,s^{-1}b_\nu=b_\nu/\sqrt s$.

\section{A second road through the free energy}

Add $\lambda E_g(u)$ to the lattice Hamiltonian. The derivative of the free energy $F$ at $\lambda=0$ is the thermal mean of what was added, $\langle E_g\rangle$. The linear terms displace the energy minimum by an amount of order $\lambda$ and lower the energy at order $\lambda^2$, so they do not contribute. The quadratic terms change $K$ to $K+\lambda G$. First-order perturbation theory for the eigenvalues of $D$ gives
\begin{equation}
\delta(\omega_\nu^2)=\lambda e_\nu^TM^{-1/2}GM^{-1/2}e_\nu=\lambda\frac{\omega_\nu b_\nu}{\hbar},
\qquad \delta(\hbar\omega_\nu)=\tfrac12\lambda b_\nu .
\end{equation}
One mode has $F_\nu=\frac12\hbar\omega_\nu+kT\ln(1-e^{-x_\nu})$, whose derivative with respect to $\hbar\omega_\nu$ is $\frac12+n_\nu$. The product reproduces (\ref{main}). Physically, the quadratic coupling through which a promoted electron stiffens or softens the lattice is also the one that shifts the mean gap. Real promotion corresponds to $\lambda=1$, not to a derivative at $\lambda=0$. The linear terms then relax the lattice as well, by about 11 meV in the ring below; this relaxation is not part of the mean gap.

\section{A microscopic ring}

A ring of eight atoms shows the result at work. Site energies alternate between $\pm2$ eV, and hoppings between $-1.4$ and $-1.0$ eV; each hopping is multiplied by $e^{-\beta d}$, with $d$ the bond stretch and $\beta=1.5$ \AA$^{-1}$. Springs alternate between 12 and 8 eV/\AA$^2$ and masses between 90 and 16 atomic units of mass. The static gap is 4.079 eV.

The mode sum gives a zero-point shift of $+1.6755$ meV, and numerical differentiation of the free energy gives the same value to the digits shown. The largest linear coupling is 44 meV, yet it leaves no trace in this mean. The limiting slope is $+0.00286$ meV/K; doubling the lighter mass leaves it unchanged within the test's 0.2\%.

At 300 K the quadratic shift is 1.654 meV, slightly less than at zero temperature. Since every $n_\nu$ grows with $T$, some $b_\nu$ must be negative; since the limiting slope is positive, others must be positive. Contributions of both signs enter the total, and the shift is not monotonic in temperature. These numbers belong to the static expansion. Keeping $\hbar\omega_\nu$ in the denominators of the level shifts, with lattice relaxation left out, raises the zero-point value to about 2.2 meV. They also belong to this ring size, even in sign. With the same parameters the static zero-point shift is $-1.8$ meV for 16 atoms, $-14$ meV for 64 and $-30$ meV for 128, and the limiting slope is negative for these sizes. In one dimension nothing offsets the $1/(N_cq^2)$ growth of the optical $b_\nu$, so the static sum grows with the length of the ring. With $\hbar\omega_\nu$ kept, the zero-point value changes far more slowly, reaching $-2.2$ meV for 64 atoms and $-2.6$ meV for 128. The eight-atom ring tests the formula; it does not give the shift of the infinite chain.

Averaging the full gap over the harmonic distribution at 300 K adds $-0.043\pm0.001$ meV beyond quadratic order, about 2.6\% of the quadratic shift in magnitude. Reducing all displacements from one half to one quarter of their size divides this remainder by 15.9, close to the 16 expected of a quartic term.

\section{A wide-gap oxide}

Take round parameters in the rough regime of hafnia: $E_{\rm st}=5.8$ eV and three groups of phonons at 20, 40 and 75 meV. Let $C_g=\frac14\sum_{\nu\in g}b_\nu$ be the zero-point contribution of a group, chosen as $-20$, $-40$ and $-90$ meV. These stand for nonpolar coupling only. The zero-point shift is
\begin{equation}
\Delta_0=-20-40-90=-150\ {\rm meV}=-0.150\ {\rm eV}.
\end{equation}
Each group contributes $2C_gk/\hbar\omega_g$ to the limiting slope:
\begin{equation}
S_\infty=-0.1723-0.1723-0.2068=-0.551\ {\rm meV/K}.
\end{equation}
The 20 meV group supplies 13\% of the total zero-point shift but 31\% of the total limiting slope, because the slope weights $C_g$ by $1/\omega_g$.

At 300 K the occupations are 0.856, 0.270 and 0.058. The shift $\sum_gC_g(2n_g+1)$ is
\begin{equation}
-20(2.713)-40(1.541)-90(1.116)\simeq-216\ {\rm meV},
\end{equation}
so the gap is 5.584 eV. It is 5.650 eV at 0 K, 5.559 eV at 358 K, 5.541 eV at 398 K and 5.299 eV at an anneal of 873 K.

The slope at 300 K is $-0.413$ meV/K, 75\% of its limit, mainly because the 75 meV group has reached only about half of its own limit: with $x/2=1.45$, its last factor in (\ref{slope}) is 0.52. The slope reaches 95\% of the limit at about 763 K. The 300 K tangent meets $T=0$ at
\begin{equation}
5.5836+300\times0.4128\times10^{-3}\simeq5.707\ {\rm eV},
\end{equation}
which is 92.5 meV below the static gap before rounding. Taken for the limiting line, it would give a zero-point shift of only $5.650-5.707=-0.057$ eV instead of $-0.150$ eV. Within the static expansion assumed here for nonpolar coupling, extrapolation needs temperatures at which $kT$ is well above $\hbar\omega$ even for the stiffest strongly coupled modes, or a fit with the full occupations to accurate data over a wide range. Even with the three phonon energies known, 40 evenly spaced points from 10 to 300 K with random errors of 1 meV leave an uncertainty of about 31 meV in the zero-point shift. A fit of one effective oscillator to exact data over that range gives $-82$ meV instead of $-150$ meV. Long-range polar coupling follows a different law, derived below, and its limiting line does not return to the static gap. In the nonpolar model the approach is slow: at 763 K the tangent still meets $T=0$ about 43 meV below the static gap, and at a purely formal 20000 K, (\ref{rem}) still gives an intercept error of $-1.69$ meV, in agreement with the full tangent.

\section{Anharmonicity and expansion}

A cubic term $cq^3$ in the potential energy of one mode spoils $\langle q\rangle=0$. In equilibrium the mean force vanishes, so $\hbar\omega\langle q\rangle+3c\langle q^2\rangle=0$. To first order in $c$,
\begin{equation}
a\langle q\rangle=-\frac{3ac}{\hbar\omega}\left(n+\tfrac12\right).
\end{equation}
This has the same temperature dependence as the quadratic shift and adds $-6ac/\hbar\omega$ to the effective $b$. A fit to $E_g(T)$ alone cannot separate the two. For $a=0.3$ and $kT=1$, in units of $\hbar\omega$, diagonalization gives a response per unit $c$ of $-0.97378$, equal to the formula at this precision.

Volume is another such coordinate. Let $s$ be the volume strain, $B$ the bulk modulus, $V$ the volume per atom, and let all frequencies vary as $e^{-\gamma s}$. Minimizing $\frac12BVs^2+F_{\rm ph}(s)$ gives, for small strain,
\begin{equation}
BVs=\gamma U,\qquad U=\sum\hbar\omega(n+\tfrac12).
\end{equation}
Take one mode per group for each atom, $\gamma=1.5$, $B=200$ GPa, $V=0.011$ nm$^3$ and $dE_g/d\ln V=-5$ eV. Minimization without the small-strain step gives a zero-point strain of 0.73\%, a gap shift of $-36$ meV and a slope near 300 K of $-0.11$ meV/K.

\section{Where the static expansion breaks down}

A longitudinal polar phonon couples to a carrier of mass $m$ through its long-range field. With permittivities $\varepsilon_\infty$ (electronic) and $\varepsilon_s$ (static), $\kappa=1/\varepsilon_\infty-1/\varepsilon_s$, and crystal volume $\Omega$, the squared coupling is
\begin{equation}
|M_q|^2=\frac{e^2\hbar\omega\,\kappa}{2\varepsilon_0\Omega q^2}.
\end{equation}
Emission of a phonon from the band edge costs $\hbar^2q^2/2m+\hbar\omega$. At $T=0$, summing $-|M_q|^2$ over this cost, with $Q=q/q_0$ and $q_0=\sqrt{2m\omega/\hbar}$, gives
\begin{equation}
\Delta E=-\frac{e^2\kappa q_0}{4\pi^2\varepsilon_0}\int_0^\infty\frac{dQ}{Q^2+1}
=-\frac{e^2\kappa q_0}{8\pi\varepsilon_0}\equiv-\alpha\hbar\omega .
\end{equation}
The factor $q^2$ of the volume element has cancelled the $1/q^2$ of the coupling. At finite $T$ emission acquires the factor $n+1$. Absorption has the factor $n$ and the integrand $1/(Q^2-1)$, whose principal value over $0<Q<\infty$ is zero. The shift is thus $-\alpha\hbar\omega(n+1)$ per carrier; it lowers the electron edge, raises the hole edge and narrows the gap. At high temperature $n+1\simeq kT/\hbar\omega+\frac12$, so the limiting line of this shift meets $T=0$ at $-\alpha\hbar\omega/2$, not at zero. In this estimate, with the integral taken to infinity, linear extrapolation recovers only half of the polar zero-point shift. For strong coupling the line is formal: real absorption gives the edge a half-width $\alpha\hbar\omega n$, as large as the thermal part of the shift.

The static expansion drops $\hbar\omega$ from the denominator. The integral becomes $\int_{Q_{\min}}dQ/Q^2=1/Q_{\min}$, which diverges for an infinite crystal. For $\hbar\omega=75$ meV, $\varepsilon_\infty=4.5$, $\varepsilon_s=20$ and an electron of one free mass, cutting the sum at $q_{\min}=2\pi/L$ gives $-247$ meV for $L=10$ nm and $-495$ meV for 20 nm. The finite result is $-2.32\times75=-174$ meV. With a hole of two free masses, $\alpha=3.28$, and the gap shift is $-420$ meV, with a slope of $-0.25$ meV/K at 300 K. The integral also includes wave vectors beyond the Brillouin zone: stopping it at 7.7 nm$^{-1}$, the radius of a sphere with the zone volume of a twelve-atom cell, reduces the zero-point gap shift to about $-360$ meV. The absorption integral then no longer vanishes, and the slope at 300 K falls in magnitude to about $-0.18$ meV/K. These figures give a size, not an accurate value: one phonon energy, parabolic bands and a sharp cutoff stand in for the real crystal, and higher orders in the coupling are left out.

\section{The model beside a real capacitor}

A gap near 6 eV, phonons of some tens of meV and a static permittivity around 20 are typical of hafnia, roughly; the couplings $C_g$ are choices, not measured or computed values. The gravest omission is polar coupling, whose zero-point shift, estimated above with a single 75 meV phonon, is more than twice the chosen $-150$ meV. Sharing the same polar coupling with softer phonons would reduce this shift but steepen the slope at 300 K. A ferroelectric film also changes its polar displacement with temperature. If that displacement contributes $0.30(P/P_0)^2$ eV to the gap, with $P_0=20$ $\mu$C/cm$^2$ and $dP/dT=-0.005$ $\mu$C/(cm$^2$ K), the added slope at $P=P_0$ is $2(0.30)(-0.005)/20$ eV/K $=-0.15$ meV/K. Together with expansion and the single-phonon polar estimate this roughly doubles the model's 300 K slope, though the pyroelectric and expansion terms may overlap, and a film clamped by its substrate expands differently. The gaps above therefore illustrate the temperature law and do not predict a device's barrier or leakage.

\section*{Computed values}
\begin{verbatim}
Grid average, largest error: 1.6e-10 hbar*omega
Cubic response, grid: -0.97378 (dimensionless)
Cubic response, formula: -0.97378 (dimensionless)
Ring static gap: 4.0792 eV
Ring phonon range: 20.13 to 78.45 meV
Ring largest linear coupling: 44.217 meV
Ring zero-point shift, modes: 1.6755 meV
Ring zero-point shift, free energy: 1.6755 meV
Ring limiting slope: 0.00286 meV/K
Ring quadratic shift at 300 K: 1.654 meV
Ring higher-order shift at 300 K: -0.043 meV
Ring sampling standard error: 0.001 meV
Ring residual ratio on halving amplitude: 15.91
Oxide static gap: 5.800 eV
Group 20 meV: zero-point -20.0 meV, limit slope -0.1723 meV/K, n(300 K) 0.8564
Group 40 meV: zero-point -40.0 meV, limit slope -0.1723 meV/K, n(300 K) 0.2704
Group 75 meV: zero-point -90.0 meV, limit slope -0.2068 meV/K, n(300 K) 0.0582
Oxide zero-point shift: -150.0 meV = -0.150 eV
Oxide limiting slope: -0.5515 meV/K
Oxide gap at 0 K: 5.6500 eV
Oxide gap at 300 K: 5.5836 eV
Oxide gap at 358 K: 5.5587 eV
Oxide gap at 398 K: 5.5405 eV
Oxide gap at 873 K: 5.2994 eV
Oxide slope at 300 K: -0.4128 meV/K
Slope at 300 K / limit: 0.7486
Temperature for 95% of limit: 763 K
300 K tangent at zero temperature: 5.7075 eV
Tangent error in static gap: -92.5 meV
Tangent error from 20000 K (formal): -1.692 meV
Its 1/T formula: -1.692 meV
Expansion inputs: gamma 1.5, B 200 GPa
Atomic volume: 0.011 nm^3
dEg/dlnV: -5.0 eV
Zero-point volume strain: 0.729 %
Expansion zero-point gap shift: -36.5 meV
Expansion slope near 300 K: -0.1075 meV/K
Polar inputs: eps_fast 4.5, eps_static 20.0
Polar phonon: 75 meV
Electron, hole masses: 1.0, 2.0 m_e
Electron, hole alpha: 2.320, 3.280
Polar zero-point gap shift: -420.0 meV
Polar slope at 300 K: -0.2500 meV/K
Static electron polar sum, 10 nm: -247 meV
Static electron polar sum, 20 nm: -495 meV
Polarization: 20.0 uC/cm2
Pyroelectric coefficient: -0.0050 uC/(cm2 K)
Chosen polar gap contribution: 0.30 eV
Ferroelectric displacement slope: -0.1500 meV/K
\end{verbatim}
